# Contrast-Curve Slope at Clearing for an Absorbing Positive Resist

A positive resist film 400 nm thick dissolves at a rate proportional to the fifth power of the local dose. Lowering the exposure by 1 % therefore lowers the rate everywhere in the film by about 5 %. One might expect a front that just reached the substrate to stop 5 % of the thickness short of it. In the model treated here it stops, to first order in the change of dose, only about 3.2 % short. Doubling the development time lowers the dose needed to clear the film from 20.55 to 17.89 mJ/cm², yet leaves this percentage unchanged. That the figure is below 5 % is due to the absorption of light on its way down; that it does not depend on development time is due to the power law.

## The quantity and the model

A large open area of resist is exposed with dose \(E\), the energy per area that enters the film, and developed for a fixed time \(t\). The depth \(z\) is measured downward from the original surface, and \(D\) is the thickness before development. If the front has reached depth \(z\), the remaining fraction is

\[
T = 1-\frac{z}{D}.
\]

The contrast curve is \(T\) against \(\ln E\). The clearing dose \(E_0\) is the smallest dose for which \(T=0\). Above it \(T\) stays zero, so the curve has a corner at \(E_0\), and the slope there means the derivative from below. Its magnitude is

\[
\gamma=-\left.\frac{dT}{d\ln E}\right|_{E\to E_0^-}
=\frac1D\left.\frac{dz}{d\ln E}\right|_{z\to D}.
\]

If a fixed fraction of the incident light enters the film, incident dose may replace \(E\): a constant factor shifts \(\ln E\) without changing a slope.

Two physical laws define the model. Absorption follows Beer-Lambert with a coefficient \(\alpha\) that does not depend on dose,

\[
\frac{dH}{dz}=-\alpha H,\qquad H(0)=E
\quad\Longrightarrow\quad H(z)=E\,e^{-\alpha z},
\]

where \(H\) is the local dose. The dissolution rate is a power of the local dose,

\[
R=R_{\rm ref}\left(\frac{H}{E_{\rm ref}}\right)^n,\qquad n>0 .
\]

The front moves straight down, at a rate set by the local dose alone. With \(A=\alpha D\), the result to be derived is

\[
\boxed{\;\gamma=\frac{1-e^{-nA}}{A}\;}
\]

Here \(A\) belongs to the natural exponential; a base-10 absorbance must first be multiplied by \(\ln 10\). The slope is per unit of \(\ln E\), that is, per factor \(e\) in dose. Since \(\ln E=\ln 10\,\log_{10}E\), the slope per decade is \(\gamma\ln 10\).

## First derivation: the time to reach the bottom

This route uses the power law at once and leaves the depth profile open until the end. Write the rate as

\[
R(z,E)=R_{\rm ref}\left(\frac{E}{E_{\rm ref}}\right)^n f(z),
\]

where \(f(z)>0\) does not depend on \(E\). The front obeys \(dz/dt=R\), so it needs the time \(dz'/R\) to cross a layer \(dz'\). Summing these times down to the depth reached at time \(t\) gives

\[
t=\int_0^z\frac{dz'}{R(z',E)}
\quad\Longrightarrow\quad
R_{\rm ref}\,t\left(\frac{E}{E_{\rm ref}}\right)^n=F(z),
\qquad F(z)=\int_0^z\frac{dz'}{f(z')} .
\]

Now differentiate with respect to \(\ln E\) at fixed \(t\). The left side is proportional to \(E^n=e^{n\ln E}\), so its derivative is \(n\) times itself, which is \(nF(z)\). On the right, \(dF/dz=1/f(z)\). Hence

\[
nF(z)=\frac{1}{f(z)}\frac{dz}{d\ln E}
\quad\Longrightarrow\quad
\frac{dz}{d\ln E}=n\,f(z)\,F(z).
\]

At the bottom, division by \(D\) gives

\[
\gamma=n\,f(D)\,\frac1D\int_0^D\frac{dz}{f(z)}
=n\,\frac{R(D)\,t}{D}. \tag{1}
\]

The last form holds because \(t=\int_0^D dz/R\) at clearing. The ratio \(D/t\) is the harmonic mean of the rate over depth. The slope is thus \(n\) times the bottom rate divided by the harmonic-mean rate. A film that dissolves uniformly has \(\gamma=n\); one that is slowest at the bottom has \(\gamma<n\).

For Beer-Lambert absorption, raising \(e^{-\alpha z}\) to the power \(n\) gives

\[
f(z)=e^{-n\alpha z},\qquad
F(z)=\int_0^z e^{n\alpha z'}dz'=\frac{e^{n\alpha z}-1}{n\alpha}.
\]

The rate falls with depth \(n\) times faster, in the exponent, than the dose. Insertion yields

\[
\frac{dz}{d\ln E}
=n\,e^{-n\alpha z}\,\frac{e^{n\alpha z}-1}{n\alpha}
=\frac{1-e^{-n\alpha z}}{\alpha}. \tag{2}
\]

Setting \(z=D\) and dividing by \(D\) gives the boxed result.

The same integral supplies the clearing dose. With \(z=D\),

\[
E_0=E_{\rm ref}\left[\frac{e^{nA}-1}{n\alpha R_{\rm ref}t}\right]^{1/n}. \tag{3}
\]

Time and rate constant enter \(E_0\) but have dropped out of \(\gamma\). Doubling \(t\) multiplies \(E_0\) by \(2^{-1/5}=0.871\) for \(n=5\), which is the change from 20.55 to 17.89 mJ/cm² quoted above.

## Second derivation: a change of dose is a shift of depth

This route uses the exponential at once and leaves the rate law open until the end. Let the rate be any positive, continuous function \(R(H)\) of the local dose. Suppose that dose \(E\) just clears the film, and lower it by a factor \(e^{-\varepsilon}\), with \(\varepsilon>0\) small. The new local dose is

\[
E\,e^{-\varepsilon}e^{-\alpha z}=E\,e^{-\alpha(z+s)},\qquad s=\frac{\varepsilon}{\alpha}.
\]

At depth \(z\) the new film has the dose that the old exponential had at \(y=z+s\). On the scale of \(y\), both fronts move through the same rate profile \(r(y)=R(Ee^{-\alpha y})\). The old front started at \(y=0\), the new one starts at \(y=s\).

The new front is spared the crossing of the first layer, which took the old front

\[
\delta t=\int_0^s\frac{dy}{r(y)}=\frac{s}{r(0)}+\text{terms smaller than } s .
\]

It spends this time at the far end, where the old front had arrived at \(y=D\). There it gains the distance \(r(D)\,\delta t\) to first order, and so ends at

\[
y_{\rm end}=D+\frac{r(D)}{r(0)}\,s .
\]

The real depth is \(z=y-s\), and therefore

\[
z_{\rm end}=D-s\left[1-\frac{r(D)}{r(0)}\right]. \tag{4}
\]

For a rate that rises with dose, \(r(D)<r(0)\), and the front stops inside the film. The change in depth is \(z_{\rm end}-D\), and the change in \(\ln E\) is \(-\varepsilon=-\alpha s\). Their ratio, divided by \(D\), is

\[
\gamma=\frac1A\left[1-\frac{R(E_0e^{-A})}{R(E_0)}\right]. \tag{5}
\]

The fraction is the bottom rate over the top rate. For the power law it equals \((e^{-A})^n=e^{-nA}\), whatever \(E_0\) is, and the boxed result returns. No equation of motion had to be solved.

## What the numbers say

Take \(D=400\) nm, \(\alpha=0.50\) µm⁻¹, \(n=5\), \(t=60\) s, and a rate of 10 nm/s at a local dose of 20 mJ/cm². Then \(A=0.50\times0.400=0.20\) and \(nA=1.0\). In equation (3), \(n\alpha=0.0025\) nm⁻¹ and \(R_{\rm ref}t=600\) nm, so that

\[
E_0=20\left[\frac{e-1}{0.0025\times600}\right]^{1/5}
=20\,(1.1455)^{1/5}=20.55\ \text{mJ/cm}^2 .
\]

At this dose the top dissolves at \(10\times1.1455=11.46\) nm/s and the bottom at \(11.46\,e^{-1}=4.21\) nm/s. The slope is

\[
\gamma=\frac{1-e^{-1}}{0.20}=3.16\ \text{per factor } e,
\qquad \gamma\ln10=7.28\ \text{per decade}.
\]

Each derivation gives its own account of the missing film after a 1 % reduction in dose, to first order.

- By arrival times, all rates fall by 5 %, so the front is late by 5 % of 60 s, or 3.0 s. It is late at the bottom, where it moves at 4.21 nm/s. It stops \(3.0\times4.21=12.6\) nm short.
- By the shift, the film behaves as if its exposure profile had moved up by \(s=0.01/\alpha=20\) nm. The front saves \(20/11.46=1.75\) s at the top and uses it at the bottom to gain \(1.75\times4.21=7.4\) nm. It stops \(20-7.4=12.6\) nm short.

Both give 3.16 % of 400 nm. The expected 5 % would need a bottom rate equal to the mean rate \(400/60=6.67\) nm/s. The actual ratio is \(4.21/6.67=0.632\), and \(5\times0.632=3.16\).

## Thin and opaque films

When \(nA\ll1\), expansion of the exponential gives

\[
\gamma=\frac{1}{A}\left(nA-\frac{n^2A^2}{2}+\cdots\right)
=n-\frac{n^2A}{2}+\cdots .
\]

The film then dissolves at almost the same rate at every depth, and the contrast is that of the chemistry. For \(n=8\) and \(A=0.001\), this gives \(8-0.032=7.968\).

When \(nA\gg1\), the exponential vanishes and \(\gamma\to1/A\). In the shift picture, the top dissolves so much faster than the bottom that the time saved there is worth no distance below. The whole shift \(s\) appears as residual film. For \(n=5\) and \(A=1.5\), the slope is 0.6663, against \(1/A=0.6667\).

These limits are also bounds. For \(x>0\), \(0<1-e^{-x}<x\), and with \(x=nA\) this means

\[
\gamma<n,\qquad \gamma<\frac1A .
\]

The second bound contains no chemistry: within this model, no exponent can lift the contrast above \(1/A\). In the example both bounds equal 5, because \(nA=1\), and the slope lies well below either.

The derivatives show what a change of material does:

\[
\frac{\partial\gamma}{\partial n}=e^{-nA},\qquad
\frac{\partial\gamma}{\partial A}=-\frac{1-(1+nA)e^{-nA}}{A^2}<0 .
\]

The sign of the second follows from \(e^{x}>1+x\). At fixed \(A\), a larger exponent raises the slope, but the gain per unit of \(n\) decays as \(e^{-nA}\). At fixed \(n\), more absorption lowers the slope.

## The rest of the curve

Below clearing, the front law \(e^{n\alpha z}-1\propto E^n\) applies with the same constant at every dose. Dividing it by its value at \(E_0\) removes that constant:

\[
\frac{e^{n\alpha z}-1}{e^{nA}-1}=\left(\frac{E}{E_0}\right)^n .
\]

Solving for \(z\), with \(n\alpha z=nA(1-T)\), gives

\[
T=1-\frac{1}{nA}\ln\!\left[1+(e^{nA}-1)\left(\frac{E}{E_0}\right)^n\right]. \tag{6}
\]

By equation (2), the local slope magnitude is \([1-e^{-nA(1-T)}]/A\). It grows as \(T\) falls. For the example:

| \(E/E_0\) | \(T\) | local slope |
|---|---|---|
| 0.5 | 0.948 | 0.25 |
| 0.7 | 0.746 | 1.12 |
| 0.8 | 0.553 | 1.80 |
| 0.9 | 0.300 | 2.52 |
| 1.0 | 0 | 3.16 |

The curve is steepest at clearing, so a contrast taken from its middle is a different quantity. The film retains 80 % at 13.64 mJ/cm² and 20 % at 19.21 mJ/cm². The chord between these points has the slope \(0.6/\ln(19.21/13.64)=1.75\), little more than half of \(\gamma\).

The difference matters when \(n\) is to be inferred. Solving the boxed result for the exponent gives

\[
n=-\frac{\ln(1-\gamma A)}{A}.
\]

With \(\gamma=3.16\) this returns 5; with the chord slope in its place it would give 2.2. Likewise, the tangent at clearing reaches \(T=1\) at \(E_0e^{-1/\gamma}=14.98\) mJ/cm². That is no onset of dissolution: the film there has already thinned to \(T=0.70\).

## What each derivation assumes

Both routes require a single front moving straight down, a fixed development time, and a rate that does not change during development. Beyond that, their assumptions differ.

The first needs the power law, with one exponent at all depths, but accepts any depth profile \(f(z)\). Equation (1) therefore covers a slowly dissolving skin or interference fringes. It fails if the rate levels off at high dose, because \(E\) can then no longer be factored out.

The second, in the form of equation (5), needs the exponential profile, but accepts any positive, continuous rate function \(R(H)\). Equation (5) therefore covers a rate that saturates, or one that stays finite without exposure. It fails if the rate depends on depth other than through the dose, because a shifted film is then no longer the same film.

The boxed formula belongs to the overlap. Where only the power law fails, equation (5) still gives the slope. Where only the exponential profile fails, equation (1) does, provided the profile keeps its shape when the dose changes. Bleaching breaks that condition, but the shift argument can be adapted to it, as described below.

## Beside a real resist

The parameters lie in the regime of a positive chemically amplified resist exposed at 248 nm and developed in aqueous base. A few hundred nanometres of thickness, weak absorption, a dose of some tens of mJ/cm² and about a minute of development are rough typical values. The exponent 5 is a round choice; in a real resist a single exponent describes a limited range of dose. The strengths assumed below are also rough. For the first four effects, the slope was found by integrating front position and local dose numerically, locating the new clearing dose, and differencing the depth just below it. Changes are relative to 3.16.

**Rate at low and high dose.** An added rate of 0.05 nm/s, independent of exposure, changes the slope by −0.4 %. Saturation, with \(1/R\) increased by \(1/R_{\max}\) and \(R_{\max}=100\) nm/s, changes it by −4.3 %. Equation (5) explains both signs: each effect brings the bottom rate closer, in ratio, to the top rate.

**Surface inhibition.** Let the rate be reduced to 0.2 of its normal value at the surface, recovering exponentially over 15 nm. The slope rises by 3.6 %. In equation (1), the skin increases the average of \(1/f\) and leaves the bottom almost untouched.

**Bleaching.** Let 10 % of the absorption bleach at first order in dose, with a constant of 0.05 cm²/mJ. The slope rises by 1.7 %. The shift argument still holds, with \(s=\varepsilon/\alpha_{\rm top}\), where \(\alpha_{\rm top}=-d\ln H/dz\) at the surface. This is the absorption coefficient averaged over the exposure, here \(0.963\,\alpha\), not its lower value at the end of the exposure. This lengthens the shift, while the smaller difference between top and bottom rates offsets part of the gain.

**Reflection and diffusion.** Of the effects tried here, reflection can change the slope most. Light reflected by the substrate interferes with the incoming light, with a fringe period of \(248/(2\times1.75)=70.9\) nm for a refractive index of 1.75. A reflectivity of 0.5 % in intensity, a level that presumes an antireflective underlayer because bare silicon reflects far more, is \(\sqrt{0.005}=0.0707\) in amplitude. A bright fringe at the bottom multiplies the dose there by \(1.0707^2\) and the rate by \(1.0707^{10}=1.98\). The ripple also raises the depth average of \(1/f\) in equation (1), by about 12 %. Together they raise the slope to 7.0. With a dark fringe it becomes 1.68.

Acid diffusion during the bake blurs the fringes. Take acid proportional to dose, which holds only while a small part of the acid generator is converted. (If acid formed at first order with a constant of 0.05 cm²/mJ, and the rate went as its fifth power with the same 10 nm/s at 20 mJ/cm², the slope without reflection or diffusion would fall to 2.3.) Let the acid be spread by a Gaussian of standard deviation 20 nm, with no loss through the film's boundaries. Equation (1), evaluated on a depth grid, then gives 3.86 for the bright fringe and 2.84 for the dark one, or +22 % and −10 %. Diffusion without reflection gives 3.285, or +3.9 %, so the two phases lie on either side of that value. They are not the extremes, however: with the same diffusion, phases between bright and dark give slopes from about 2.2 to 4.8.

For these parameters and assumed strengths, then, the tested assumption whose failure can change the slope most is the smooth exponential profile near the substrate. The slope at clearing weights the bottom rate directly, and the fifth power magnifies a small ripple in dose. Reflection from the substrate, if left out of \(f(z)\), can therefore cause a large error in an exponent inferred from the clearing slope; a slope of 7.0 even exceeds \(1/A\), so the inversion has no solution. These slopes are limits for a vanishing dose step, however, and a finite step averages over the fringe. For the bright fringe without diffusion, the chord is 5.0 over the last 1 % of dose and 2.6 over the last 5 %. With diffusion, chords over the last 5 % lie near 2.7 to 3.2, against 3.0 for the smooth profile. The large error concerns slopes resolved within a percent or two of \(E_0\).

Numbers in the example were calculated in double precision.
